# Debye–Hückel free energy of a dilute electron gas, derived two ways: test program

```python
# Result under test (Hartree units, k_B = 1; effective units for a semiconductor valley):
# ring free energy per electron  f = (T/2n) sum_l int d^3q/(2pi)^3 [ln(1+v P) - v P],
# v = 4pi/q^2, P(q, i nu_l) = ideal polarisation (> 0), nu_l = 2 pi l T, beta = 1/T.
# With kappa^2 = 4 pi n beta, eta = kappa sqrt(beta), Lam = sqrt(2 pi beta):
#   l = 0  : f0 = -(kappa/3)[1 - c0 eta + eta^2/8 - 1.5 n Lam^3/2^(5/2) + ...]
#   l != 0 : f1 = -(kappa/3) c1 eta, c0 = (5 sqrt2-4) sqrt(pi)/16, c1 = (5 sqrt2-7) sqrt(pi)/16
# z = fugacity, x = q sqrt(beta/8), phi_l = P/(n beta) for Boltzmann statistics.
import numpy as np
from numpy.polynomial.legendre import leggauss
from scipy.special import wofz, dawsn, expit, zeta, polygamma
from scipy.integrate import quad, dblquad
from scipy.optimize import brentq, minimize_scalar
from scipy.linalg import solve_banded
from scipy.constants import physical_constants as pc

pi = np.pi
c0 = (5*np.sqrt(2) - 4)*np.sqrt(pi)/16
c1 = (5*np.sqrt(2) - 7)*np.sqrt(pi)/16

def log_minus_lin(y):
    small = np.minimum(y, 1e-2)
    series = sum((-1)**(k + 1)*small**k/k for k in range(2, 11))
    return np.where(y < 1e-2, series, np.log1p(y) - y)

def phi(l, x):
    if l == 0:
        return dawsn(x)/x
    return 0.5*np.sqrt(pi)*wofz(x + 1j*pi*l/(2*x)).imag/x

def lam3(T): return (2*pi/T)**1.5
def kappa(n, T): return np.sqrt(4*pi*n/T)

def density(mu, T):
    g = lambda k: k*k*expit((mu - k*k/2)/T)/pi**2
    return quad(g, 0, 14*np.sqrt(T), epsabs=0, epsrel=1e-12)[0]

def fugacity(n, T):
    d = n*lam3(T)/2
    return np.exp(brentq(lambda m: density(m*T, T)/n - 1, np.log(d) - 1, np.log(d) + 2, xtol=1e-14))

def pol_series(q, l, z, T):
    x = q/np.sqrt(8*T)
    jmax = int(np.ceil(-35/np.log(z)))
    return 2/(T*lam3(T))*sum((-1)**(j + 1)*z**j/np.sqrt(j)*phi(j*l, x*np.sqrt(j))
                             for j in range(1, jmax + 1))

def occupations(q, z, T):
    step = 0.05*np.sqrt(T)
    kz = (np.arange(-260, 260) + 0.5)*step
    t, w = leggauss(100)
    e, we = 20*T*(t + 1), 20*T*w
    f = lambda shift: expit(np.log(z) - ((kz[:, None] + shift)**2/2 + e[None, :])/T)
    return kz[:, None], f(-q/2), f(q/2), 2*step*2*pi*we[None, :]/(2*pi)**3

def pol_definition(q, l, z, T):
    kz, fm, fp, w = occupations(q, z, T)
    gap = kz*q
    return np.sum(w*(fm - fp)*gap/((2*pi*l*T)**2 + gap**2))

def exchange(n, T):
    z = fugacity(n, T)
    t, w = leggauss(40)
    tot = 0.0
    for q, wq in zip(7*np.sqrt(T)*(t + 1), 7*np.sqrt(T)*w):
        _, fm, fp, wk = occupations(q, z, T)
        tot -= wq*np.sum(wk*fm*fp)/n
    return tot/pi

def ring(n, T, fermi=True, lmax=0):
    h = 0.1
    q = np.exp(np.arange(np.log(1e-15*kappa(n, T)), np.log(1e4*np.sqrt(T)), h))
    z = fugacity(n, T) if fermi else None
    def term(l):
        p = pol_series(q, l, z, T) if fermi else n/T*phi(l, q/np.sqrt(8*T))
        return T/(4*pi**2*n)*h*np.sum(q**3*log_minus_lin(4*pi*p/q**2))
    rest = 0.0
    if lmax:
        terms = [term(l) for l in range(1, lmax + 1)]
        # terms fall as l^(-5/2); the tail is summed with that law
        assert abs(terms[-1]/terms[lmax//2 - 1]*2**2.5 - 1) < 2e-2
        rest = 2*(sum(terms) + terms[-1]*lmax**2.5*zeta(2.5, lmax + 1))
    return term(0), rest

def expansion(n, T):
    eta = kappa(n, T)/np.sqrt(T)
    return 1 - c0*eta + eta**2/8 - 1.5*n*lam3(T)/2**2.5

# Debye integral and geometric integrals
t = np.exp(np.arange(-35, 35, 0.1))
debye = 0.1*np.sum(t**3*log_minus_lin(1/t**2))
assert abs(debye + pi/3) < 1e-12
geo = 4*dblquad(lambda u, v: np.sqrt(max(0.5 - u*u - v*v, 0)), 0, .5, 0, .5)[0]
assert abs(geo - pi*(5 - 2*np.sqrt(2))/12) < 1e-6
print(f"Debye integral = {debye:.8f}; unit-square integral = {geo:.6f}")

# imaginary-time form against Faddeeva form; fugacity series against the definition
for l in (0, 1, 5):
    for x in (0.05, 0.8, 3.0):
        ref = quad(lambda s: np.cos(2*pi*l*s)*np.exp(-4*x*x*s*(1 - s)), 0, 1,
                   epsabs=1e-14, epsrel=1e-12, limit=200)[0]
        assert abs(phi(l, x) - ref) < 1e-11
for l in (0, 1, 3):
    for q in (0.3, 1.5, 4.0):
        assert abs(pol_series(q, l, 0.3, 1.3)/pol_definition(q, l, 0.3, 1.3) - 1) < 1e-8

# small-q limits
T, z = 1.3, 0.01
mu = T*np.log(z)
n = density(mu, T)
dndmu = (density(mu + 1e-4, T) - density(mu - 1e-4, T))/2e-4
assert abs(pol_definition(1e-3, 0, z, T)/dndmu - 1) < 1e-6
assert abs(dndmu*T/n - (1 - n*lam3(T)/2**2.5)) < 0.2*(n*lam3(T))**2
assert abs(pol_definition(1e-2, 2, z, T)/(n*1e-4/(4*pi*T)**2) - 1) < 1e-4

# frequency sum of P equals n S0(q); exchange limit
z, q, L = 0.3, 1.5, 1000
n = density(T*np.log(z), T)
fsum = pol_series(q, 0, z, T) + 2*sum(pol_series(q, l, z, T) for l in range(1, L + 1))
fsum = T*(fsum + 2*n*q*q/(2*pi*T)**2*polygamma(1, L + 1))
_, fm, fp, w = occupations(q, z, T)
assert abs(fsum/np.sum(w*fm*(1 - fp)) - 1) < 1e-7
n = 2e-3/lam3(T)
assert abs(exchange(n, T)/(-kappa(n, T)**2/8) - 1) < 2e-3

# Boltzmann ring sum at eta = 0.01: coefficients; then Fermi ring sum
T, eta = 1.0, 0.01
n = eta**2*T*T/(4*pi)
k = kappa(n, T)
a, b = ring(n, T, fermi=False, lmax=200)
r0, r1 = a/(-k/3), b/(-k/3)
assert abs((1 - r0)/eta/c0 - 1) < eta
assert abs((r0 - 1 + c0*eta)/eta**2*8 - 1) < eta
assert abs(r1/eta/c1 - 1) < 1e-4
assert abs((1 - r0 - r1 + eta**2/8)/eta - 3*np.sqrt(pi)/16) < eta**2
assert abs(ring(n, T)[0]/(-k/3) - expansion(n, T)) < eta**3
print(f"c0 = {c0:.6f}; c1 = {c1:.6f}; c0-c1 = {c0 - c1:.6f}")
print(f"eta = {eta}: Boltzmann f0/(-kappa/3) = {r0:.7f}; f1/(-kappa/3) = {r1:.4e}")

# energy from the beta derivative at fixed n
bf = lambda beta: beta*ring(n, 1/beta, fermi=False)[0]
u = (bf(1 + 1e-4) - bf(1 - 1e-4))/2e-4
assert abs(u/(-k/2) - (1 - 5*c0*eta/3)) < eta**2
print(f"eta = {eta}: u0/(-kappa/2) = {u/(-k/2):.6f}")

# Legendre transform of the grand potential with the Debye term
mu0 = T*np.log(n*lam3(T)/2)
def minus_f(m):
    n0 = 2*np.exp(m/T)/lam3(T)
    return (T*n0 + T*kappa(n0, T)**3/(12*pi))/n - m
res = minimize_scalar(minus_f, bounds=(mu0 - .5, mu0 + .5), method="bounded", options={"xatol": 1e-10})
shift = -res.fun - (mu0 - T) + k/3
assert abs(shift/(k*k/(8*T)) - 1) < k/T
print(f"beta*kappa = {k/T:.3f}: Legendre shift/(beta kappa^2/8) = {shift/(k*k/(8*T)):.4f}")

# linearised Poisson-Boltzmann by finite differences, (r phi)'' = s^2 (r phi), unit charge
def induced_potential(s, m=6000):
    h = 30/s/m
    ab = np.ones((3, m - 1))
    ab[1] = -(2 + (s*h)**2)
    rhs = np.zeros(m - 1)
    rhs[0] = -1
    return -s*s*h*(0.5 + np.sum(solve_banded((1, 1), ab, rhs)))
def charging(s, all_charges):
    t, w = leggauss(6)
    return sum(wi/2*g*induced_potential(s*g if all_charges else s) for g, wi in zip((t + 1)/2, w))

# nondegenerate state with eta = 1
Tc = (0.01*np.sqrt(2/pi))**2
nc = 0.01/lam3(Tc)
rc = ring(nc, Tc)[0]/(-kappa(nc, Tc)/3)
assert rc < 0.85
print(f"counterexample: n Lam^3 = {nc*lam3(Tc):.3f}, T = {Tc:.3e} Ha, eta = {kappa(nc, Tc)/np.sqrt(Tc):.3f}")
print(f"  beta*kappa = {kappa(nc, Tc)/Tc:.1f}, f0/(-kappa/3) = {rc:.4f}")

# worked example with round model parameters
mstar, eps, T_K, n_cm = 0.1, 10.0, 300.0, 1e16
ha_meV = 1e3*pc["Hartree energy in eV"][0]*mstar/eps**2
a_cm = 1e2*pc["Bohr radius"][0]*eps/mstar
T = 1e3*pc["Boltzmann constant in eV/K"][0]*T_K/ha_meV
n = n_cm*a_cm**3
k = kappa(n, T)
eta = k/np.sqrt(T)
f0, f1 = ring(n, T, lmax=200)
fx = exchange(n, T)
pb_all, pb_donor = charging(k, True), charging(k, False)
assert abs(pb_all/(-k/3) - 1) < 1e-4 and abs(pb_donor/(-k/2) - 1) < 1e-4
assert abs(f0/(-k/3) - expansion(n, T)) < eta**3
assert abs(f1/(-k/3*c1*eta) - 1) < n*lam3(T)
assert abs(fx/(-k*k/8) - 1) < n*lam3(T)
print(f"example: m* = {mstar} m_e, eps = {eps}, T = {T_K} K, n = {n_cm:.0e} cm^-3")
print(f"Ha* = {ha_meV:.4f} meV; a* = {a_cm*1e7:.4f} nm")
print(f"T = {T:.5f} Ha*; beta = {1/T:.5f} 1/Ha*; n = {n:.5e} a*^-3")
print(f"Lam = {np.sqrt(2*pi/T):.4f} a*; n Lam^3 = {n*lam3(T):.5f}; z = {fugacity(n, T):.5f}")
print(f"kappa = {k:.5f} 1/a*; Debye length = {1/k:.4f} a* = {a_cm*1e7/k:.2f} nm")
print(f"eta = {eta:.5f}; beta*kappa = {k/T:.5f}")
print(f"-kappa/3 = {-k/3:.6f} Ha* = {-k/3*ha_meV:.4f} meV")
print(f"Poisson-Boltzmann charging, all charges = {pb_all:.6f} Ha*")
print(f"c0 eta = {c0*eta:.5f}; eta^2/8 = {eta**2/8:.5f}; degeneracy term = {1.5*n*lam3(T)/2**2.5:.5f}")
print(f"f0/(-kappa/3): expansion = {expansion(n, T):.5f}; numerical = {f0/(-k/3):.5f}")
print(f"f0 numerical = {f0:.6f} Ha* = {f0*ha_meV:.4f} meV")
print(f"f1 numerical = {f1:.4e} Ha*; leading formula = {-k/3*c1*eta:.4e} Ha*")
print(f"f1/f0 = {f1/f0:.3e}")
print(f"full ring sum = {f0 + f1:.6f} Ha* = {(f0 + f1)*ha_meV:.4f} meV")
print(f"exchange numerical = {fx:.6f} Ha*; -kappa^2/8 = {-k*k/8:.6f} Ha*")
print(f"Legendre shift beta kappa^2/8 = {k*k/(8*T):.6f} Ha*")
print(f"fixed point donor screening = {pb_donor:.6f} Ha* per donor")
print("scan: n (cm^-3), n Lam^3, eta, beta*kappa, -kappa/3 (Ha*), f0 ratio, f1 ratio")
previous = 1.0
for dens in (1e14, 1e15, 1e16, 1e17):
    m = dens*a_cm**3
    s = kappa(m, T)
    a, b = ring(m, T, lmax=200)
    assert a/(-s/3) < previous and 0 < b/a < 0.01
    previous = a/(-s/3)
    print(f"{dens:.0e} {m*lam3(T):.5f} {s/np.sqrt(T):.4f} {s/T:.4f} {-s/3:.6f} {a/(-s/3):.5f} {b/(-s/3):.2e}")
print("all tests passed")
```

Running it gives:

```
Debye integral = -1.04719755; unit-square integral = 0.568516
c0 = 0.340208; c1 = 0.007873; c0-c1 = 0.332335
eta = 0.01: Boltzmann f0/(-kappa/3) = 0.9966104; f1/(-kappa/3) = 7.8728e-05
eta = 0.01: u0/(-kappa/2) = 0.994359
beta*kappa = 0.010: Legendre shift/(beta kappa^2/8) = 0.9942
counterexample: n Lam^3 = 0.010, T = 6.366e-05 Ha, eta = 1.000
  beta*kappa = 125.3, f0/(-kappa/3) = 0.7487
example: m* = 0.1 m_e, eps = 10.0, T = 300.0 K, n = 1e+16 cm^-3
Ha* = 27.2114 meV; a* = 5.2918 nm
T = 0.95004 Ha*; beta = 1.05258 1/Ha*; n = 1.48185e-03 a*^-3
Lam = 2.5717 a*; n Lam^3 = 0.02520; z = 0.01266
kappa = 0.14000 1/a*; Debye length = 7.1427 a* = 37.80 nm
eta = 0.14364; beta*kappa = 0.14736
-kappa/3 = -0.046667 Ha* = -1.2699 meV
Poisson-Boltzmann charging, all charges = -0.046668 Ha*
c0 eta = 0.04887; eta^2/8 = 0.00258; degeneracy term = 0.00668
f0/(-kappa/3): expansion = 0.94703; numerical = 0.94751
f0 numerical = -0.044218 Ha* = -1.2032 meV
f1 numerical = -5.2736e-05 Ha*; leading formula = -5.2772e-05 Ha*
f1/f0 = 1.193e-03
full ring sum = -0.044271 Ha* = -1.2047 meV
exchange numerical = -0.002443 Ha*; -kappa^2/8 = -0.002450 Ha*
Legendre shift beta kappa^2/8 = 0.002579 Ha*
fixed point donor screening = -0.070001 Ha* per donor
scan: n (cm^-3), n Lam^3, eta, beta*kappa, -kappa/3 (Ha*), f0 ratio, f1 ratio
1e+14 0.00025 0.0144 0.0147 -0.004667 0.99507 1.13e-04
1e+15 0.00252 0.0454 0.0466 -0.014758 0.98415 3.58e-04
1e+16 0.02520 0.1436 0.1474 -0.046667 0.94751 1.13e-03
1e+17 0.25203 0.4542 0.4660 -0.147575 0.81886 3.55e-03
all tests passed
```
